Conductivity and shot noise of a wide undoped graphene strip

**Problem**

A clean graphene strip occupies 0 < x < L, 0 < y < W. It joins two graphene leads, x < 0 and x > L, which an electrostatic potential dopes heavily. The strip itself is undoped: the Fermi energy lies at its Dirac point. In atomic units (ħ = e = 1, so h = 2π), the electrons of one valley and one spin obey

H = v(σₓpₓ + σ_y p_y) + V(x),

with V = 0 in the strip and V = −U in the leads. The potential steps are sharp compared with both L and v/U but do not mix the valleys. A staggered sublattice potential outside the edges acts as an infinite mass of the same sign at y < 0 and y > W. The bias tends to zero, with the temperature far below it, and interactions and disorder are left out.

(a) Find the allowed transverse wavenumbers q.

(b) Find the transmission T(q) at the Dirac point, first for finite lead wavenumber K = U/v and then for K → ∞.

(c) Find the conductivity σ = GL/W and the Fano factor F for W ≫ L, and the corrections at finite W/L.

(d) Find the Fano factor of a disordered metallic wire with many channels, and say what the two systems share.

(e) Over what range of energy does the result of (c) hold? Evaluate the results for ħv = 6 eV Å, L = 1000 Å, W = 10000 Å, U = 1 eV.

**Solution**

**(a) Transverse modes**

Outside the strip add a term μσ_z to H and let μ → ∞. For y < 0 the decaying solution is χ exp(μy/v), and the energy and pₓ are negligible beside μ. Since p_y = −i∂_y, the wave equation becomes

(−iσ_y + σ_z)χ = 0.

Multiplication by σ_z gives χ = iσ_zσ_yχ. Because σ_zσ_y = −iσₓ, this is χ = σₓχ. Above the strip the solution decays as exp[−μ(y−W)/v], which reverses the sign of the first term. The edge conditions are therefore

σₓΨ = Ψ at y = 0,  σₓΨ = −Ψ at y = W.

Extend Ψ to −W < y < 0 by Ψ(x,−y) = σₓΨ(x,y). The first condition makes the extension continuous at y = 0. It also obeys the same Dirac equation: reflection reverses p_y, and conjugation by σₓ reverses σ_y while leaving σₓ and V(x) alone. The second condition gives Ψ(x,−W) = −Ψ(x,W), so the extended function is antiperiodic over the length 2W. Its Fourier components exp(iqy) must satisfy exp(2iqW) = −1, or

q_n = (n + ½)π/W.

The component at −q is σₓ times the component at q, so the two belong to one mode, and n = 0, 1, 2, … counts each mode once. As V depends on x alone, different n do not mix. Cross terms also vanish from the total current: Ψ†σₓΨ is even in y, so its integral over the strip is half that over the period 2W, where different Fourier components are orthogonal.

The staggered potential respects time reversal, which maps this valley onto the other and interchanges the two directions of travel. For a single mode the transmission probability is the same in both directions, by unitarity of its 2×2 scattering matrix. Both valleys thus have the same set of T, and with spin each mode counts four times.

**(b) Transmission**

In a lead the kinetic energy is U = vK. For the spinor (1, β) and longitudinal wavenumber kₓ, the second row of the Dirac equation gives

β = (kₓ + iq)/K.

Write q = K sin φ and kₓ = ±K cos φ. The right-moving spinor is (1, e^{iφ}) and the left-moving one is (1, −e^{−iφ}). Their values of ψ†σₓψ are +2cos φ and −2cos φ, so equal amplitudes carry equal currents.

In the strip at zero energy the two rows decouple:

(pₓ + iq)ψ_A = 0, hence ψ_A = a e^{qx},
(pₓ − iq)ψ_B = 0, hence ψ_B = b e^{−qx}.

These are evanescent waves, one growing and one decaying. Let r and t be the reflection and transmission amplitudes, with the lead phase at x = L absorbed in t. Continuity of both components requires

x = 0: a = 1 + r,  b = e^{iφ} − r e^{−iφ},
x = L: a e^{qL} = t,  b e^{−qL} = t e^{iφ}.

The equations for a give r = t e^{−qL} − 1. Inserting this in the equations for b,

e^{iφ} + e^{−iφ} − t e^{−qL−iφ} = t e^{qL+iφ},

so that

t = cos φ / cosh(qL + iφ).

The squared modulus of the denominator is cosh²(qL)cos²φ + sinh²(qL)sin²φ = sinh²(qL) + cos²φ. Therefore

T = cos²φ / [sinh²(qL) + cos²φ],

and for K → ∞, where φ → 0 at fixed q,

T = 1/cosh²(qL).

A mode with qL ≪ 1 passes almost freely although the density of states vanishes at the Dirac point. The strip is too short for its evanescent wave to decay.

To see the effect of finite doping, put s = qL and η = s²/(KL)², so that cos²φ = 1 − η. To first order in η,

T = (1 − η)/(cosh²s − η) ≈ sech²s − η sech²s tanh²s.

The correction lowers T and is of relative order 1/(KL)² for the modes that matter, those with s of order one.

**(c) Conductivity and noise of a wide strip**

At bias V_b each mode receives V_b/2π electrons per unit time, and each electron is transmitted with probability T. Summing over modes and the fourfold degeneracy,

G = (4/2π) Σ T_n, that is G = (4e²/h) Σ T_n.

The transmitted charge follows a binomial law, with mean T and variance T(1−T) per attempt. The Fano factor is the ratio of total variance to total mean:

F = Σ T_n(1−T_n) / Σ T_n = 1 − ΣT_n²/ΣT_n.

The modes are spaced by π/W. For W ≫ L many of them fit into the range 1/L over which T varies, and the sums become integrals. With s = qL,

ΣT_n → (W/πL) ∫₀^∞ sech²s ds = W/(πL).

For the second sum substitute z = tanh s, dz = sech²s ds:

ΣT_n² → (W/πL) ∫₀¹ (1−z²) dz = (2/3) W/(πL).

Hence

σ = GL/W = 4e²/(πh),  F = 1 − 2/3 = 1/3.

In atomic units σ = 2/π². The length cancels because at zero energy, with K → ∞, L is the only length that governs T(q). The edges cancel as well. Periodic edges would give q = 2πn/W with both signs of n, twice the spacing over twice the range, and the same integral.

The finite-width correction follows from Poisson summation. Since q → −q leaves T unchanged, the sum over n ≥ 0 is half the sum over all integers. The function Σ_n g(n+x) has period 1, and its Fourier series at x = ½ reads

Σ_n g(n+½) = Σ_m (−1)^m ∫ g(x) e^{2πimx} dx.

Here g(x) = sech²(πLx/W). Changing to s = πLx/W produces the integral

I(κ) = ∫ sech²s e^{iκs} ds,  κ = 2mW/L,

taken over the whole real line. For κ > 0 close the contour along Im s = π. There sech²s repeats and the exponential gains a factor e^{−πκ}, so the two sides combine to (1 − e^{−πκ})I. The enclosed pole is at s = iπ/2. With s = iπ/2 + w, cosh s = i sinh w, and the integrand is

−(1/w² − 1/3 + …) e^{−πκ/2}(1 + iκw + …).

The residue is −iκe^{−πκ/2}. Thus (1 − e^{−πκ})I = 2πκe^{−πκ/2}, or

I(κ) = πκ / sinh(πκ/2),  I(0) = 2.

Put y_m = πmW/L. Terms with m and −m are equal, and

ΣT_n = (W/πL) [1 + 2 Σ_{m≥1} (−1)^m y_m/sinh y_m].

For the noise use (sech²s)″ = 4 sech²s − 6 sech⁴s. Under the Fourier integral two derivatives become −κ², so sech⁴s transforms to (4 + κ²)I(κ)/6. Since κ²/4 = m²W²/L²,

ΣT_n² = (2W/3πL) [1 + 2 Σ_{m≥1} (−1)^m (1 + m²W²/L²) y_m/sinh y_m].

Both corrections fall off as exp(−πW/L) times a power of W/L. That of ΣT² is larger by the factor 1 + W²/L² in its leading term, so F settles more slowly than σ:

W/L = 1: σ = 0.6366 e²/h, F = 0.8415
W/L = 2: σ = 1.2137 e²/h, F = 0.4627
W/L = 4: σ = 1.2730 e²/h, F = 0.3352
W/L = 10: σ = 1.2732 e²/h, F = 0.3333

At W/L = 2 the conductivity is 4.7% below its wide-strip value, while F is still 39% above 1/3.

The square strip has half the wide-strip conductivity, and this can be shown. Expand

sech²x = 4 Σ_{k≥1} (−1)^{k−1} k e^{−2kx}

at x = (n+½)πL/W and sum the geometric series over n:

ΣT_n = 2 Σ_{k≥1} (−1)^{k−1} k / sinh(πkL/W).

At W = L call this sum S. The Poisson form of the same sum is then S = 1/π − S, so S = 1/(2π) and σ = 4S e²/h = 2e²/(πh).

In the opposite limit, W ≪ L, the lowest mode dominates. It has T ≈ 4exp(−πL/W), σ is exponentially small, and F → 1 as for rare independent tunnelling events.

**(d) The diffusive wire**

Consider a wire with N ≫ 1 channels, transmission matrix t and reflection matrix r′ for waves incident from its right end. Attach on the right a thin disordered slice with reflection matrix ρ. Assume that the slice scatters isotropically among the channels, with zero mean and

⟨ρ_ij ρ*_kl⟩ = (δ/N) δ_ik δ_jl,  ⟨ρ_ij ρ_kl⟩ = 0,

as for broken time-reversal symmetry. Here δ is the slice thickness divided by the mean free path ℓ. For any fixed matrix A these rules give

⟨ρ†Aρ⟩ = ⟨ρAρ†⟩ = (δ/N)(Tr A) 1.

An incoming amplitude c produces between wire and slice a right-moving wave a = tc + r′ρa, hence a = (1−X)^{−1}tc with X = r′ρ. The slice passes the flux a†(1−ρ†ρ)a. The matrix M = t†t therefore becomes

M_new = t†(1−X†)^{−1}(1−ρ†ρ)(1−X)^{−1}t.

To second order in ρ the factor between t† and t is

1 + X + X† + X² + X†² + X†X − ρ†ρ.

Define m_k = Tr M^k/N. On averaging, the linear terms and X², X†² vanish. Flux conservation gives Tr r′†r′ = N(1−m₁), so ⟨X†X⟩ = δ(1−m₁), while ⟨ρ†ρ⟩ = δ. What remains is

⟨ΔM⟩ = −δ m₁ M.

The trace gives Δm₁ = −δm₁². For the second moment,

N Δm₂ = 2 Tr(M⟨ΔM⟩) + ⟨Tr(ΔM)²⟩.

The first term is −2δN m₁m₂. In the second only the products of X with X† survive. By flux conservation r′r′† = 1 − tt†, and so

⟨Tr(ΔM)²⟩ = 2 Tr[tt† r′⟨ρ tt† ρ†⟩ r′†] = 2δ m₁ Tr[tt†(1−tt†)] = 2δN m₁(m₁−m₂).

At leading order in 1/N averages of products are replaced by products of averages. With u = 1 + (wire length)/ℓ, then,

dm₁/du = −m₁²,  dm₂/du = 2m₁² − 4m₁m₂,

and m₁ = m₂ = 1 at u = 1. The first equation gives m₁ = 1/u. Multiplying the second by u⁴ turns it into d(u⁴m₂)/du = 2u², whence

m₂ = 2/(3u) + 1/(3u⁴),

F = 1 − m₂/m₁ = (1/3)(1 − u^{−3}).

For 1 ≪ u ≪ N this tends to 1/3. The conductance is proportional to N/u. Since N grows in proportion to W, it obeys Ohm's law, G ∝ W/L. Random scattering matrices composed numerically for 40 channels give F = 0.2965 at u = 2.02, where the law gives 0.2929, and F = 0.3298 at u = 5.08, where it gives 0.3308.

The wide graphene strip thus shares with the diffusive metal the scaling G ∝ W/L and, at leading order, the Fano factor. A known result, not derived here, goes further: the transmissions of a long diffusive wire have the form T = sech²x with x uniformly distributed, which is the distribution found in (c), so the higher moments of T agree as well. It does not share the mechanism. In the metal the spread of transmissions comes from multiple scattering by disorder. In the strip it comes from evanescent waves with evenly spaced decay constants. A measured F = 1/3 at the Dirac point therefore does not by itself establish diffusion.

**(e) Energy range and numbers**

At energy ε in the strip put k = ε/v. Multiplying the Dirac equation by iσₓ gives

∂ₓψ = Qψ,  Q = ikσₓ + qσ_z.

The two terms of Q anticommute, so Q² = κ² with κ² = q² − k² (κ is now a decay constant), and

exp(−QL) = cosh κL − Q sinh(κL)/κ.

For K → ∞ the lead modes are the eigenvectors of σₓ. The wave t on the right is carried back to the incident wave of unit amplitude on the left by the + + element of exp(−QL), in which σ_z has no part:

1/t = cosh κL − ik sinh(κL)/κ.

Taking the squared modulus and using κ² + k² = q²,

T = 1 / [1 + q² sinh²(κL)/κ²].

At k = 0 this returns sech²(qL). As |ε| grows, κ falls, and with it sinh(κL)/κ, so T rises. When |k| exceeds |q| the ratio becomes sin(pL)/p with p² = k² − q², which goes on falling as long as pL < π. Every mode thus transmits better at small nonzero energy, and for K → ∞ the Dirac point is a local minimum of σ. Since T then depends on ε², the first change is of order (εL/v)².

At finite K the lead spinors of part (b) replace the eigenvectors of σₓ, and the same element of exp(−QL) becomes

1/t = cosh κL − i(k − q²/K) sinh(κL)/(κ cos φ).

To first order in 1/K this multiplies 1/T − 1 by 1 − 2k/K. Each T then gains 2(k/K)T(1−T), and σ gains the fraction 2kF/K, which is linear in ε but small for heavily doped leads.

The result of (c) requires the energy, the bias and the temperature to be small on the scale v/L. The Fano factor also requires the temperature to be small beside the bias, because thermal noise would otherwise add to the noise counted in (c).

For the given parameters K = 1/6 = 0.1667 Å⁻¹ and KL = 166.7, so within the Dirac model with sharp steps the leads are close to the ideal limit. The lowest modes are

n = 0: qL = 0.157, T = 0.976
n = 1: qL = 0.471, T = 0.807
n = 2: qL = 0.785, T = 0.570
n = 3: qL = 1.100, T = 0.360
n = 4: qL = 1.414, T = 0.211
n = 5: qL = 1.728, T = 0.119

Of the 531 modes that propagate in the leads, few contribute. The full sums with ideal leads are ΣT = 3.1831 and ΣT² = 2.1221, so

G = 4 × 3.1831 = 12.732 e²/h,
σ = 12.732 × 1000/10000 = 1.2732 e²/h = 4.93 × 10⁻⁵ S,
F = 1 − 2.1221/3.1831 = 0.3333.

In the Dirac model with abrupt steps, the finite doping U = 1 eV lowers σ by about 2 parts in 10⁵, in line with 1/(KL)² = 3.6 × 10⁻⁵ from part (b). This is not the accuracy to expect of a real contact. An abrupt step along a straight zigzag line keeps the valleys apart, because they lie at different transverse momenta and the step conserves that momentum. Along an armchair line or a rough contact edge the step must instead be smooth on the lattice scale, so it cannot be much sharper than v/U = 6 Å, and a step of finite width shifts the effective length of the strip. Moreover, at 1 eV the graphene bands are no longer strictly linear. Either effect can change σ by far more than 2 parts in 10⁵; the lattice estimate at the end puts the second near 1%.

The energy scale is ħv/L = 0.006 eV. For a very wide strip, with the lead wavenumber held at K = 1/6 Å⁻¹,

ε = 0.0006 eV: σ = 1.2750 e²/h, F = 0.3331
ε = 0.006 eV: σ = 1.4133 e²/h, F = 0.3147
ε = 0.018 eV: σ = 2.8950 e²/h, F = 0.1440

At a tenth of the scale σ has risen by 0.14%, of which 2kF/K = 0.04% comes from the finite lead doping. At the scale itself it has risen by 11%. At three times the scale it has more than doubled and F is less than half of 1/3, because modes with |q| < |k| now propagate through the strip. This separates the strip from the diffusive wire, whose F stays near 1/3 as long as 1 ≪ u ≪ N.

The valley degeneracy and the Dirac approximation were tested on a honeycomb lattice with nearest-neighbour hopping and antiperiodic edges, summing over all transverse momenta so that both valleys enter by themselves. The factor 2 for spin was put in by hand. A strip of 300 cells, with leads doped by 0.15 of the hopping energy, gives σ = 1.2705 e²/h and F = 0.3335. The conductivity lies 0.2% below 4/π. Here KL = 45, and the correction of part (b), about 0.6/(KL)², supplies only 0.03%. The rest is a lattice effect that does not vanish with length. With hopping energy γ, the lead mode at the valley centre has cos²φ = 1 − U²/(4γ²) instead of 1, and ∫₀^∞ cos²φ/(sinh²s + cos²φ) ds = φ cot φ ≈ 1 − φ²/3. This lowers σ by U²/(12γ²), which is 0.19% at U = 0.15γ and about 1% at U = 1 eV with γ = 2.8 eV. The numerical output below lists these values in full.

Values computed for the example and the checks

```
hbar v = 6.0 eV A; L = 1000 A; W = 10000 A; U = 1.0 eV
lead wavenumber K = 0.1667 1/A; K L = 166.7 (no unit)
energy scale hbar v/L = 0.0060 eV
propagating lead modes per spin and valley = 531
mode n=0: q = 1.5708e-04 1/A, qL = 0.1571, T = 0.9757
mode n=1: q = 4.7124e-04 1/A, qL = 0.4712, T = 0.8071
mode n=2: q = 7.8540e-04 1/A, qL = 0.7854, T = 0.5699
mode n=3: q = 1.0996e-03 1/A, qL = 1.0996, T = 0.3595
mode n=4: q = 1.4137e-03 1/A, qL = 1.4137, T = 0.2110
mode n=5: q = 1.7279e-03 1/A, qL = 1.7279, T = 0.1186
sum of T, ideal leads = 3.183099; W/(pi L) = 3.183099
sum of T^2, ideal leads = 2.122066
conductance G = 12.7324 e^2/h
conductivity from mode sum = 1.273240 e^2/h
conductivity 4/pi = 1.273240 e^2/h
  converted = 4.9326e-05 S
  in atomic units 2/pi^2 = 0.202642
Fano factor from mode sum = 0.333333
conductivity with U = 1 eV leads = 1.273212 e^2/h
Fano factor with U = 1 eV leads = 0.333327
integral sech^2 = 1.000000; integral sech^4 = 0.666667
width dependence, ideal leads:
  W/L =  1.0: sigma = 0.636620 e^2/h, F = 0.841490
  W/L =  2.0: sigma = 1.213704 e^2/h, F = 0.462681
  W/L =  4.0: sigma = 1.273016 e^2/h, F = 0.335203
  W/L = 10.0: sigma = 1.273240 e^2/h, F = 0.333333
energy dependence, wide strip, U = 1 eV leads:
  energy = 0.0000 eV: sigma = 1.2732 e^2/h, F = 0.3333
  energy = 0.0006 eV: sigma = 1.2750 e^2/h, F = 0.3331
  energy = 0.0060 eV: sigma = 1.4133 e^2/h, F = 0.3147
  energy = 0.0180 eV: sigma = 2.8950 e^2/h, F = 0.1440
edge test, q W of lowest levels = [1.5682 4.7045 7.8407]
honeycomb lattice: 300 cells, lead doping 0.15 hoppings
  sigma = 1.2705 e^2/h, F = 0.3335
random wire: 40 channels, 24 samples, slice reflection 0.02
  u = 2.020: mean T = 0.4952 (1/u = 0.4949), F = 0.2965 (law 0.2929)
  u = 5.082: mean T = 0.1983 (1/u = 0.1968), F = 0.3298 (law 0.3308)
```
